# Why screening in a metal is not exponential at long range

**Q:** I picture screening in a metal like this. A foreign charge attracts or repels electrons until it is covered, and what is left of its field dies as $e^{-\kappa r}$, with $1/\kappa$ about half an ångström. A few ångströms away there is nothing left. Is there anything wrong with that?

**A:** Let us first write down where the exponential comes from. Which model do you have in mind?

**Q:** Thomas-Fermi. A static point charge $Ze$ sits at the origin of a free-electron gas of mean density $n_0$, with a fixed uniform positive background and zero temperature. An electron has charge $-e$, so a potential $\phi$ gives it potential energy $-e\phi$. I treat each small region as a uniform gas whose local Fermi energy is $E_F+e\phi$. Since $n=(2mE/\hbar^2)^{3/2}/3\pi^2$ for Fermi energy $E$, the added electron density for small $\phi$ is

$$\delta n=D\,e\phi,\qquad D=\frac{dn}{dE}\Big|_{E_F}=\frac{3n_0}{2E_F}=\frac{mk_F}{\pi^2\hbar^2},$$

using $n_0=k_F^3/3\pi^2$ and $E_F=\hbar^2k_F^2/2m$. Poisson's equation is

$$\nabla^2\phi=-\frac{1}{\varepsilon_0}\left[Ze\,\delta(\mathbf r)-e\,\delta n\right].$$

Inserting $\delta n$ gives

$$\nabla^2\phi-\kappa^2\phi=-\frac{Ze}{\varepsilon_0}\delta(\mathbf r),\qquad \kappa^2=\frac{e^2D}{\varepsilon_0}=\frac{4k_F}{\pi a_0},$$

where $a_0=4\pi\varepsilon_0\hbar^2/me^2$ is the Bohr radius. The decaying solution and its density are

$$\phi=\frac{Ze}{4\pi\varepsilon_0}\frac{e^{-\kappa r}}{r},\qquad \delta n=\frac{Z\kappa^2}{4\pi}\frac{e^{-\kappa r}}{r}.$$

The added electrons number $Z\kappa^2\int_0^\infty re^{-\kappa r}dr=Z$, so the charge is fully screened.

**A:** The algebra is right, and so is the total. Now look at your density as $r\to0$.

**Q:** It diverges as $1/r$. But the integral converges, so no infinite charge is involved. Perhaps the divergence appears because I linearised where $\phi$ is large?

**A:** Linearising is not the cause. Keep the full local relation for $Z>0$: near the charge $\phi\propto1/r$, so $n\propto(E_F+e\phi)^{3/2}\propto r^{-3/2}$, which is worse. The suspect step is treating each region as a uniform gas. That needs a potential that varies slowly over an electron wavelength, and $1/r$ does not.

**Q:** Then how should the electrons respond to a potential that varies quickly?

**A:** Take one Fourier component and use first-order perturbation theory. Let the potential energy be $U_qe^{i\mathbf q\cdot\mathbf r}$ plus its complex conjugate. It mixes a plane wave $\mathbf k$ with $\mathbf k\pm\mathbf q$. In the probability density, the coefficient of $e^{i\mathbf q\cdot\mathbf r}$ is the amplitude for $\mathbf k+\mathbf q$ plus the conjugate of the amplitude for $\mathbf k-\mathbf q$. With a factor 2 for spin and occupation $f_k$,

$$\delta n_q=2U_q\int\frac{d^3k}{(2\pi)^3}f_k\left[\frac{1}{\epsilon_k-\epsilon_{k+q}}+\frac{1}{\epsilon_k-\epsilon_{k-q}}\right].$$

Shifting $\mathbf k\to\mathbf k+\mathbf q$ in the second term gives

$$\delta n_q=-2U_q\int\frac{d^3k}{(2\pi)^3}\frac{f_k-f_{k+q}}{\epsilon_{k+q}-\epsilon_k}.$$

The separate terms are principal values; the combined integral needs none, because the region where the numerator is nonzero shrinks to nothing where the denominator vanishes, and after the transverse integration below the integrand is finite. Now set $\mathbf k=\mathbf p-\mathbf q/2$, with $z$ along $\mathbf q$. The denominator becomes $\hbar^2p_zq/m$, and the numerator is the difference of two Fermi spheres centred at $\pm\mathbf q/2$. At fixed $p_z$ each sphere is cut in a disc of area $A(u)=\pi(k_F^2-u^2)$ for $|u|<k_F$, and zero otherwise. Hence

$$\delta n_q=-U_q\frac{2m}{8\pi^3\hbar^2}\,I,\qquad I=\int dp_z\frac{A(p_z-q/2)-A(p_z+q/2)}{p_zq}.$$

**Q:** That is an elementary integral, then. Can we do it for $q<2k_F$?

**A:** Yes. The integrand is even, so take $p=p_z>0$ and double. For $p<k_F-q/2$ both discs exist, the area difference is $2\pi pq$, and the integrand is $2\pi$. This part gives $2\pi k_F-\pi q$. Between $a=k_F-q/2$ and $b=k_F+q/2$ only the first disc exists:

$$\frac{\pi}{q}\int_a^b\left[\frac{k_F^2-q^2/4}{p}-p+q\right]dp=\frac{\pi}{q}\left(k_F^2-\frac{q^2}{4}\right)\ln\frac ba-\pi k_F+\pi q,$$

because $b-a=q$ and $b^2-a^2=2k_Fq$. Add the parts, double, and write $x=q/2k_F$. The result is $I=4\pi k_FF(x)$ with

$$F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.$$

For $q>2k_F$ the first disc alone contributes, from $q/2-k_F$ to $q/2+k_F$. Now $b-a=2k_F$ and $b^2-a^2=2k_Fq$, and the same formula follows. The prefactors combine to $D$, so

$$\delta n_q=-D\,F\,U_q=D\,F\,e\phi_q.$$

This $F$ is the Lindhard function, normalised to one at $q=0$: for small $x$ the logarithm is $2x$, so $F\to1$.

**Q:** So Thomas-Fermi replaces $F$ by its value at $q=0$ for every wavelength. What does the correct $F$ do to the screening?

**A:** Let the electrons respond to the total electrostatic potential, their own included. This is the random phase approximation; it leaves out exchange and correlation in the response. With $f(q)=\int f(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r$, Poisson's equation reads $\varepsilon_0q^2\phi(q)=e[Z-\delta n(q)]$. Therefore

$$\delta n(q)=\frac{\kappa^2F}{q^2}\left[Z-\delta n(q)\right]\quad\Rightarrow\quad\delta n(q)=\frac{Z\kappa^2F}{q^2+\kappa^2F},$$

$$\phi(q)=\frac{Ze}{\varepsilon_0(q^2+\kappa^2F)}.$$

The total number of added electrons is $\delta n(q=0)=Z$, as in Thomas-Fermi. The two theories differ in how those electrons are arranged.

**Q:** But $F$ falls smoothly from one to zero. Surely that changes the decay length and not the kind of decay?

**A:** It does not fall smoothly. Look at $x=1$, where $q=2k_F$. There $(1-x^2)/4x\approx(1-x)/2$ and the logarithm is approximately $-\ln|(x-1)/2|$, so

$$F\approx\frac12+\frac{x-1}{2}\ln\left|\frac{x-1}{2}\right|.$$

$F$ is continuous, but its slope is infinite. Across an interval of half-width $d$ about $x=1$, the mean slope is $\frac12\ln(d/2)$. The sphere integral gives $-2.65$ for $d=10^{-2}$ and $-4.95$ for $d=10^{-4}$.

The place has a geometric meaning. For $q<2k_F$ the two displaced spheres overlap; at $q=2k_F$ they just touch. This wave vector joins opposite points of the Fermi surface, and the sharp edge of the occupation makes the response singular there.

**Q:** An infinite slope at one wave vector looks like a small defect. Why should it matter far from the charge?

**A:** Because far away the smooth parts cancel. The angular part of the inverse transform is $4\pi\sin(qr)/(qr)$, which gives

$$\delta n(r)=\frac{1}{2\pi^2r}\int_0^\infty q\,\delta n(q)\sin(qr)\,dq.$$

$F$ is even in $q$, so $q\,\delta n(q)$ is odd and the integral is half of one over the whole line, with no end point at $q=0$. If the function were smooth, repeated integration by parts would produce as many factors $1/r$ as we liked, and no power-law tail could survive. The singularity stops that procedure.

Put $y=q-2k_F$. Then $x-1=y/2k_F$, and the singular part of $F$ is $(y/4k_F)\ln|y|$; the constants inside the logarithm add a smooth term linear in $y$. Next,

$$\frac{d\,\delta n(q)}{dF}=\frac{Z\kappa^2q^2}{(q^2+\kappa^2F)^2}.$$

Evaluate this at $q=2k_F$, $F=1/2$ and multiply by the singular part of $F$:

$$\delta n(q)\Big|_{\rm sing}=ZB\,y\ln|y|,\qquad B=\frac{\kappa^2k_F}{(4k_F^2+\kappa^2/2)^2}.$$

**Q:** How do I transform $y\ln|y|$? It grows at large $y$.

**A:** We want the contribution of the point $y=0$, so use a slowly decaying convergence factor and remove it at the end. For $r>0$, integration by parts gives

$$J(r)=\int\ln|y|\,e^{iyr}dy=-\frac{1}{ir}\int\frac{e^{iyr}}{y}dy=-\frac{1}{ir}\,i\pi=-\frac{\pi}{r},$$

where the principal value keeps the sine part, $\int\sin(yr)/y\,dy=\pi$. A factor $y$ corresponds to $-i\,d/dr$, so

$$\int y\ln|y|\,e^{iyr}dy=-i\frac{dJ}{dr}=-\frac{i\pi}{r^2}.$$

Since $\sin(qr)$ is the imaginary part of $e^{2ik_Fr}e^{iyr}$, the sine integral is $-\pi\cos(2k_Fr)/r^2$. The factor $q$ is $2k_F$ to leading order. Therefore

$$\delta n(r)\to\frac{2k_FZB}{2\pi^2r}\left[-\frac{\pi\cos(2k_Fr)}{r^2}\right]=-\frac{Z\kappa^2k_F^2}{\pi(4k_F^2+\kappa^2/2)^2}\,\frac{\cos(2k_Fr)}{r^3}.$$

These are Friedel oscillations. Further singular terms, such as $y^2\ln^2|y|$, are weaker at $y=0$ and give contributions that fall faster.

**Q:** So the density has a power-law tail. Does the potential have one too?

**A:** Yes. Away from the charge, $\nabla^2\phi=e\,\delta n/\varepsilon_0$. Acting on $\cos(2k_Fr)/r^3$, the Laplacian gives a factor $-4k_F^2$ to leading order, because derivatives of $1/r^3$ cost extra powers of $1/r$. Hence $\phi=-e\,\delta n/(4k_F^2\varepsilon_0)$, or

$$\phi(r)\to\frac{Ze}{4\pi\varepsilon_0}\,\frac{\kappa^2}{(4k_F^2+\kappa^2/2)^2}\,\frac{\cos(2k_Fr)}{r^3}.$$

No $1/r$ term can be added, because $\phi(q)$ is finite at $q=0$.

**Q:** I accept the tail. Does the same $F$ also repair the density at the charge?

**A:** It does, through a different property: its decay at large $q$. For $x>1$ the logarithm is $2(1/x+1/3x^3+\dots)$, so

$$F=\frac12+\frac{1-x^2}{2}\left(\frac{1}{x^2}+\frac{1}{3x^4}+\dots\right)\to\frac{1}{3x^2}=\frac{4k_F^2}{3q^2}.$$

A short-wave potential must lift electrons by about $\hbar^2q^2/2m$, so it moves them little. Consequently

$$\delta n(q)\to\frac{ZC}{q^4},\qquad C=\frac43\kappa^2k_F^2=\frac{16k_F^3}{3\pi a_0}=\frac{16\pi n_0}{a_0},$$

and $\delta n(r=0)=\frac{1}{2\pi^2}\int_0^\infty q^2\delta n(q)\,dq$ converges. With $F=1$ the integrand tends to $Z\kappa^2$ instead, and the integral grows in proportion to its upper limit. That is your $1/r$ divergence.

**Q:** Is the density then flat at the charge?

**A:** No, it has a cusp. From $\nabla^2r=2/r$ and $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ we get $\nabla^2\nabla^2(-r/8\pi)=\delta(\mathbf r)$. In Fourier space $\nabla^2\nabla^2$ is $q^4$, so a tail $ZC/q^4$ means a term $-ZCr/8\pi$. What remains falls as $q^{-6}$; it is twice differentiable at the origin and, being spherically symmetric, has no slope there. So

$$\frac{d\,\delta n}{dr}\Big|_{r=0}=-\frac{ZC}{8\pi}=-\frac{2Zn_0}{a_0}.$$

**Q:** Now I have two repairs from one function. How do I know that the large-$q$ decay is not also responsible for the oscillating tail?

**A:** Replace $F$ by a function that has the decay but not the singularity:

$$F_s=\frac{1}{1+3q^2/4k_F^2}.$$

It equals one at $q=0$ and tends to $4k_F^2/3q^2$, so the density at the charge is finite and has the same cusp slope. But now

$$\delta n(q)=\frac{Z\kappa^2}{q^2(1+3q^2/4k_F^2)+\kappa^2},$$

which is smooth on the whole real axis. The denominator vanishes only at complex $q$. Closing the integration contour in the upper half-plane leaves terms $e^{iq_jr}/r$ with ${\rm Im}\,q_j>0$, and these decay exponentially. So a finite central density does not bring a power law with it; the Fermi-surface singularity does.

**Q:** Let me see numbers. Is the tail of any size?

**A:** Take round model parameters, $n_0=100\ \mathrm{nm^{-3}}$ and a weak charge $Z=0.1$. Then $k_F=(3\pi^2\times100)^{1/3}=14.36\ \mathrm{nm^{-1}}$ and $\kappa=18.59\ \mathrm{nm^{-1}}$. The Thomas-Fermi length is $1/\kappa=0.054$ nm, and the oscillation period is $\pi/k_F=0.219$ nm. With $\kappa^2/k_F^2=1.676$, the dimensionless tail amplitude is

$$\frac{0.1\times1.676}{\pi(4+0.838)^2}=2.28\times10^{-3}.$$

At $r=1$ nm, $\cos(2k_Fr)=\cos(28.72)=-0.90$, so the tail formula gives $\delta n=+2.06\times10^{-3}\ \mathrm{nm^{-3}}$. Thomas-Fermi gives $0.1\times18.59^2e^{-18.59}/4\pi=2.3\times10^{-8}\ \mathrm{nm^{-3}}$. These are values of the random phase approximation. At this density (about 2.5 Bohr radii per electron sphere) exchange and correlation are not small; a Hubbard-type local-field correction would raise the tail amplitude by roughly 15%. Here are the densities, in $\mathrm{nm^{-3}}$, with the full Lindhard result from numerical integration:

| $r$ (nm) | Lindhard | Thomas-Fermi | tail formula |
|---|---|---|---|
| 0.001 | 32.7 | 2700 | |
| 0.01 | 29.4 | 228 | |
| 0.1 | 6.53 | 4.29 | |
| 0.2 | 0.109 | 0.334 | −0.244 |
| 0.5 | 0.00431 | 0.00051 | 0.00402 |
| 1.0 | 0.00207 | $2.3\times10^{-8}$ | 0.00206 |
| 2.0 | −0.000176 | $9.8\times10^{-17}$ | −0.000179 |

**Q:** At 0.2 nm your tail formula has the wrong sign!

**A:** It is a long-distance formula, and 0.2 nm is too close for it. The full density first changes sign at 0.215 nm. At the tabulated points the formula is about 7% below the full result at 0.5 nm and within 2% at 1 and 2 nm. Such point errors depend on the phase of the cosine: over one period the gap reaches 13% of the envelope around 0.5 nm and about 2% of it around 1 and 2 nm, and the relative error is larger near the nodes. The envelope of the tail overtakes the Thomas-Fermi density at 0.218 nm, but that is a rough marker, since the formula is not yet accurate there.

**Q:** And at the charge itself?

**A:** The Lindhard density is 33.1 $\mathrm{nm^{-3}}$, with slope $-378\ \mathrm{nm^{-4}}$. If the integral for it is cut off at $10k_F$, $100k_F$ and $1000k_F$, it gives 29.7, 32.7 and 33.0 $\mathrm{nm^{-3}}$. The Thomas-Fermi integral gives 204, 2460 and 25 100.

Note that $\delta n(0)/n_0=0.33$ even for $Z=0.1$. This is a first-order estimate, and the ratio is proportional to $Z$: at $Z=1$ it would be 3.3, far too large for a small perturbation. I would not use these formulas quantitatively for such a charge. Even $Z=0.1$ is only roughly linear: solving the s-wave scattering exactly in the same fixed screened potential gives 0.40 in place of 0.33, and a phase shift of about 0.09 rad at $k_F$, which moves the nodes of the tail. Read the table as first-order values.

**Q:** Then is Thomas-Fermi good for anything?

**A:** As a rough guide to the potential within a few screening lengths, yes: between 0.01 and 0.2 nm in our example the two potentials differ by up to about a quarter (Lindhard is 16% stronger at 0.05 nm and 24% weaker at 0.16 nm). At 0.1 nm an electron's bare potential energy would be $-1440$ meV. Screening reduces it to $-219$ meV with Lindhard and $-224$ meV with Thomas-Fermi, about 2% apart. That closeness is partly an accident of the distance. The screening potential at the charge is $-(e/2\pi^2\varepsilon_0)\int_0^\infty\delta n(q)\,dq$, and $\delta n(q)$ grows with $F\le1$, so near the charge Lindhard screens less than Thomas-Fermi. At 0.1 nm it screens slightly more, so the two curves cross inside that radius. Further out the oscillation takes over: the Lindhard potential is half the Thomas-Fermi value at 0.3 nm and changes sign at 0.315, 0.388 and 0.503 nm. At 0.5 nm the values are $-0.037$ meV with Lindhard and $-0.026$ meV with Thomas-Fermi, close only because the two curves happen to cross near there. The density is a harsher judge at short range: by Poisson's equation it involves $q^2\phi(q)$, which gives more weight to the large $q$ where $F=1$ is wrong. At 1 nm the failure of the potential is plain. Lindhard gives $+0.047$ meV, a weak repulsion from a positive charge, against $-1.2\times10^{-6}$ meV.

**Q:** One more objection. The singularity needs a perfectly sharp Fermi surface, and a real metal is warm.

**A:** That is a real limit on the claim. A thermal occupation is an average of sharp Fermi spheres over Fermi levels $\epsilon$, with weight $-\partial f/\partial\epsilon$. The tail is linear in the singular part of $F$, so at low temperature its cosine is averaged in the same way. Near the Fermi level $k\approx k_F+(\epsilon-E_F)/\hbar v_F$, where $v_F=\hbar k_F/m$; the chemical potential is kept at $E_F$. Let $u=(\epsilon-E_F)/k_BT$ and $\alpha=2rk_BT/\hbar v_F$. The weight $w(u)=1/[4\cosh^2(u/2)]$ is even, so $\cos(2k_Fr)$ is multiplied by

$$G=\int_{-\infty}^{\infty}w(u)\,e^{i\alpha u}du.$$

Since $w(u+2\pi i)=w(u)$, a rectangular contour of height $2\pi$ gives $(1-e^{-2\pi\alpha})G=2\pi i\,R$, with $R$ the residue at $u=i\pi$. There $w\approx-1/(u-i\pi)^2$, so $R=-i\alpha e^{-\pi\alpha}$ and

$$G=\frac{2\pi\alpha e^{-\pi\alpha}}{1-e^{-2\pi\alpha}}=\frac{X}{\sinh X},\qquad X=\pi\alpha=\frac{2\pi k_BTr}{\hbar v_F}.$$

**Q:** For large $X$ that is $2Xe^{-X}$. So the decay is exponential after all!

**A:** At $T>0$ and far enough out, yes, but with the length $\hbar v_F/2\pi k_BT$. At 300 K in our example this is 6.7 nm, more than a hundred times $1/\kappa$. The factor is 0.996 at 1 nm, 0.71 at 10 nm and 0.009 at 50 nm. Your exponential described electrons covering a charge; this one describes the blurring of the Fermi surface. These factors hold for a gas without collisions. In a good metal at 300 K the mean free path is a few tens of nanometres, and scattering damps the tail further at the larger distances.

**Q:** Then I should say this. In a clean free-electron gas at zero temperature, a weak charge is fully screened, and $1/\kappa$ sets the rough size of the cloud. The cloud is finite at the charge and ends in an oscillating $1/r^3$ tail.

**A:** Yes, within linear response and the random phase approximation. Disorder and the crystal lattice are outside what we have derived. The numerical check compares $F$ with a direct diagonalisation of the gas in a weak periodic potential, and the limiting formulas with direct Fourier integrals.

## Calculated quantities

```
mean density n0 = 100.0 nm^-3, Z = 0.1
kF = 14.360 nm^-1, kTF = 18.588 nm^-1
(kTF/kF)^2 = 1.6756
Fermi energy = 7.856 eV, vF = 1.662e+06 m/s
Thomas-Fermi length 1/kTF = 0.0538 nm
Friedel period pi/kF = 0.2188 nm
tail amplitude (dn*r^3, includes Z) = 2.279e-03
F at q=1.2 kF: diagonalised 0.86968, formula 0.86968
F at q=3.0 kF: diagonalised 0.16470, formula 0.16470
mean slope dF/dx across x=1, half-width 1e-02: -2.649
mean slope dF/dx across x=1, half-width 1e-04: -4.952
density integral at r=0 cut at Q, in nm^-3:
 Q=10 kF: Lindhard 29.711, TF 204.422
 Q=100 kF: Lindhard 32.736, TF 2462.706
 Q=1000 kF: Lindhard 33.037, TF 25082.839
Lindhard dn(0) = 33.071 nm^-3
dn(0)/n0 = 0.3307
cusp slope: numeric -378.0 nm^-4
cusp slope: formula -377.9 nm^-4
r (nm): dn Lindhard, dn TF, Friedel formula (nm^-3)
 0.001: 3.269e+01, 2.699e+03
 0.01: 2.938e+01, 2.283e+02
 0.05: 1.679e+01, 2.171e+01
 0.1: 6.531e+00, 4.285e+00
 0.2: 1.085e-01, 3.340e-01, -2.444e-01
 0.5: 4.308e-03, 5.058e-04, 4.021e-03
 1.0: 2.066e-03, 2.327e-08, 2.057e-03
 2.0: -1.762e-04, 9.844e-17, -1.794e-04
first sign change of Lindhard dn: 0.2146 nm
Friedel envelope exceeds TF beyond 0.2177 nm
r (nm): electron potential energy Lindhard, TF, bare (meV)
 0.1: -2.192e+02, -2.244e+02, -1.440e+03
 0.5: -3.693e-02, -2.649e-02, -2.880e+02
 1.0: 4.741e-02, -1.219e-06, -1.440e+02
numeric/formula density after 10 periods: 1.00321
numeric/formula density after 100 periods: 1.00004
numeric/formula potential after 100 periods: 1.00003
smooth F: decay length 0.0670 nm
smooth F: dn(0) = 25.319 nm^-3
thermal test, kB*T/EF = 0.02, r = 10 periods:
 damping numeric 0.5607, formula 0.5592
thermal length at 300 K = 6.736 nm
 thermal factor at 1 nm: 0.9963
 thermal factor at 10 nm: 0.7092
 thermal factor at 50 nm: 0.0089
```
